How a sinusoidal voltage shifts a floating electrode's mean potential

**A zero-mean voltage that leaves a mean**

A wafer in an ammonia plasma with 3 eV electrons floats 12.8 V below the plasma at the edge of its sheath. Now add a sinusoidal voltage of amplitude 30 V, whose average is zero, and let the wafer still draw no net current over a cycle. In the model treated here its mean potential falls to −36.6 V. The shift is −23.8 V: most of the amplitude, but not all of it.

The shift follows from the curvature of the electron current as a function of voltage. It matters for directional processing because the mean sheath voltage sets the energy scale of the ions that strike the surface.

**Setting and conventions**

Let e > 0 be the elementary charge, m and M the electron and ion masses, and T the electron temperature, so kT/e = 3 V in the example. Potentials are measured from the sheath edge, where the quasineutral plasma ends. The electrode potential is

φ(t) = Φ + V cos ωt.

V is the amplitude across the sheath, not at the generator. Four assumptions are made:

1. The electrons at the sheath edge are Maxwellian and follow the field without delay.
2. The electrode repels electrons at every moment: φ(t) ≤ 0.
3. The cycle-averaged ion current does not depend on V.
4. The conduction current averages to zero, and a cycle is too short for it to change the electrode's charge appreciably. A series (blocking) capacitor usually provides this.

The fourth assumption defines "floating". If the conduction current vanished at every instant, there would be no shift, as shown below.

**The retarded electron current**

Let n be the density at the sheath edge and v the velocity towards the electrode. An electron arrives if mv²/2 exceeds −eφ. With b = −eφ/kT ≥ 0, the lowest admitted speed is v₀ = √(2bkT/m). The electron flux is

Γₑ = ∫ from v₀ to ∞ of v n √(m/2πkT) exp(−mv²/2kT) dv.

Put w = mv²/2kT, so that v dv = (kT/m) dw and the lower limit becomes b:

Γₑ = n √(m/2πkT) (kT/m) ∫ from b to ∞ of exp(−w) dw
 = n √(kT/2πm) exp(eφ/kT).

For φ > 0 there is no barrier and this flux stops growing, hence assumption 2.

One approximation is hidden here. Collected electrons do not return, so the outgoing half of the Maxwellian lacks its tail. The missing share of the density is ½ erfc(√b). It is largest when the barrier is lowest, and amounts to 1.8 % in the example.

**The ion current and the floating potential**

Suppose cold ions enter the sheath with speed u. After a small potential drop χ, energy conservation and constant flux give the ion density

nᵢ = n (1 + 2eχ/Mu²)^(−1/2) ≈ n (1 − eχ/Mu²),

while nₑ ≈ n (1 − eχ/kT). A sheath that repels electrons needs positive space charge, nᵢ ≥ nₑ, hence Mu² ≥ kT. We take the marginal case, the Bohm speed u = √(kT/M). The ratio of unretarded electron flux to ion flux is then

R = √(kT/2πm) / √(kT/M) = √(M/2πm).

Without the oscillation, zero current means R exp(eφ_f/kT) = 1, so

φ_f = −(kT/e) ln R.

For NH₃⁺, R = 70.29 and ln R = 4.2527. Therefore φ_f = −3 V × 4.2527 = −12.76 V.

**Averaging over a cycle**

With a = eV/kT and θ = ωt, zero mean current requires

R exp(eΦ/kT) ⟨exp(a cos θ)⟩ = 1,

where ⟨ ⟩ is the average over θ. Expand the exponential. Odd powers of the cosine average to zero, and

⟨cos²ᵏ θ⟩ = (2k)! / (4ᵏ (k!)²),

because among the 2²ᵏ terms of [(e^{iθ} + e^{−iθ})/2]²ᵏ those with equal numbers of both factors survive. Hence

⟨exp(a cos θ)⟩ = Σₖ a²ᵏ/(2k)! × (2k)!/(4ᵏ (k!)²) = Σₖ (a/2)²ᵏ/(k!)² = I₀(a),

the series of the modified Bessel function of order zero. Taking logarithms,

eΦ/kT = −ln R − ln I₀(a),

**Φ − φ_f = −(kT/e) ln I₀(eV/kT).**

The mean electron current rises with Φ, so the solution is unique in the retarded regime. The ratio R has dropped out: ion mass affects φ_f but not the shift, at fixed T and V. A constant secondary-electron yield γ would likewise multiply the positive current by 1 + γ with and without the oscillation, and leave the shift alone.

In the example a = 30/3 = 10, I₀(10) = 2815.7 and ln I₀ = 7.943. The shift is −3 V × 7.943 = −23.83 V, and the mean potential is −12.76 V − 23.83 V = −36.59 V. Solving for zero mean current with the electron flux integrated numerically over velocity also gives −23.83 V.

**Sign, small amplitude, large amplitude**

The exponential is convex, so its average is at least the exponential of the average: I₀(a) ≥ exp(0) = 1. The shift is never positive. The upward half-cycle gains more electrons than the downward half-cycle loses, and the mean potential must fall to compensate.

For small a, let I₀ = 1 + a²/4 + a⁴/64 + …. Then

ln I₀ = (a²/4 + a⁴/64) − ½(a²/4)² + … = a²/4 − a⁴/64 + …,

and the shift begins as −eV²/4kT. At 1 V this gives −0.083 V, equal to the full result at that precision. At 3 V it gives −0.750 V against −0.708 V.

For large a, the average comes from a narrow interval around θ = 0, where cos θ ≈ 1 − θ²/2:

I₀(a) ≈ (eᵃ/2π) ∫ exp(−aθ²/2) dθ = eᵃ/√(2πa).

The next term of the cosine, θ⁴/24, multiplies this by 1 + a⟨θ⁴⟩/24. For a Gaussian of variance 1/a, ⟨θ⁴⟩ = 3/a², so the factor is 1 + 1/(8a). The leading shift is

Φ − φ_f ≈ −V + (kT/2e) ln(2πeV/kT).

At 30 V this gives −23.79 V. The factor 1 + 1/(8a) adds about −3 V/80 = −0.04 V, which accounts for the difference from −23.83 V.

This limit explains why the shift is most of the amplitude, but not all of it. Electrons arrive mainly near the top of the oscillation. If the top had to stay at φ_f, the shift would be −V. But the electrode spends only a fraction of the cycle near the top, so the top must rise above φ_f to collect enough electrons. In the example it reaches −36.59 V + 30 V = −6.59 V, compared with φ_f = −12.76 V.

The response to a change of amplitude follows by differentiation:

d(Φ − φ_f)/dV = −⟨cos θ exp(a cos θ)⟩ / ⟨exp(a cos θ)⟩ = −I₁(a)/I₀(a).

This is minus the mean of cos θ weighted by electron current. At a = 10 it equals −0.949: one more volt of amplitude lowers the mean by about 0.95 V.

**Where electron retardation ends**

The highest potential must not exceed zero. From the result for Φ,

−ln R − ln I₀(a) + a ≤ 0, or exp(−a) I₀(a) ≥ 1/R.

The function a − ln I₀(a) has slope 1 − I₁/I₀ > 0, since a weighted mean of cos θ is below one. The condition therefore fails at one amplitude and stays failed above it. The large-a form gives √(2πa) ≤ R, or

a ≤ R²/2π = M/(4π²m), approximately.

For the example this limit is 2.36 kV, far above 30 V. It concerns this one assumption; others may fail earlier. Beyond the limit, the electron current saturates near the top of the cycle. Less current is collected than the exponential predicts, so the mean potential settles higher and the formula overstates the shift. At twice the limiting amplitude the excess is 1.0 V. This is small beside the kilovolt shift, but a third of kT/e.

**How short must the cycle be?**

Let C be the blocking capacitance per electrode area, and replace the constant Φ by a time-dependent U(t), which may also vary within a cycle. The applied oscillation V cos ωt is held fixed. Ions charge the electrode positively and electrons negatively:

C dU/dt = Jᵢ − Jₑ, Jₑ = Jᵢ exp[e(U + V cos ωt − φ_f)/kT].

The second expression uses Jₑ = Jᵢ at φ = φ_f. With u = e(U − φ_f)/kT,

du/dθ = κ [1 − exp(u + a cos θ)], κ = eJᵢ/(ωC kT).

This equation is nonlinear, but y = exp(−u) obeys a linear one. Since dy/dθ = −y du/dθ,

dy/dθ = −κy + κ exp(a cos θ).

Now use exp(a cos θ) = Σₙ Iₙ(a) e^{inθ}, with n running over all integers. The periodic solution has coefficients yₙ satisfying (in + κ) yₙ = κIₙ:

y = Σₙ Iₙ(a) κ/(κ + in) e^{inθ}.

Three consequences follow.

First, the n = 0 term gives ⟨y⟩ = I₀(a) for any κ. Because −ln is convex, ⟨u⟩ = −⟨ln y⟩ ≥ −ln I₀(a). In this circuit model a finite capacitance can only weaken the shift.

Second, when κ → ∞, y → exp(a cos θ), so u → −a cos θ and ⟨u⟩ → 0. The electrode then floats at each instant and has no mean shift.

Third, for small κ write y = I₀(1 + δ). To first order,

δ = 2κ Σ_{n≥1} (Iₙ/I₀) sin(nθ)/n.

Since ⟨δ⟩ = 0, the leading change comes from −⟨ln(1 + δ)⟩ ≈ ½⟨δ²⟩. With ⟨sin² nθ⟩ = ½ and no cross terms,

⟨u⟩ ≈ −ln I₀ + κ² Σ_{n≥1} (Iₙ/I₀)²/n².

The correction is of second order in κ. For the example, Jᵢ = en√(kT/M) = 0.661 mA/cm², which is 6.61 A/m². With C = 0.2 nF/cm² = 2×10⁻⁶ F/m² and ω = 2π × 13.56 MHz = 8.52×10⁷ s⁻¹,

κ = 6.61/(8.52×10⁷ × 2×10⁻⁶ × 3) = 0.0129.

The shift weakens by 0.6 mV. With C reduced to 2 pF/cm² and the amplitude of the applied term V cos ωt still held at 30 V, ignoring its division between the capacitor and the sheath capacitance, κ = 1.29 and the shift is −20.1 V instead of −23.8 V.

**What the ions receive**

An ion reaches the sheath edge with kinetic energy Mu²/2 = kT/2 = 1.5 eV. If it crosses the sheath in many cycles, it gains the mean sheath voltage, and its mean impact energy is

E = 1.5 eV + 36.59 eV = 38.1 eV,

compared with 14.3 eV without the oscillation.

To see whether the crossing takes many cycles, we need the sheath thickness s. Neglect electrons and initial ion speed, and let χ be the potential drop from the sheath edge. The charge density is Jᵢ/√(2eχ/M). Multiplying Poisson's equation by dχ/dx and integrating from zero field gives

(dχ/dx)² = (4Jᵢ/ε₀) √(M/2e) χ^{1/2}.

Take the square root, separate χ^{−1/4} dχ, and integrate to the mean sheath voltage V_s = −Φ:

s² = (4ε₀/9Jᵢ) √(2e/M) V_s^{3/2}.

This is the Child law, with χ ∝ x^{4/3}. It gives s = 0.67 mm. This is a low estimate: electrons in the sheath and the initial ion speed both reduce the net positive charge density, so a real sheath is thicker. The crossing time and the collision probability below are then underestimated too. The difference is not small: with Boltzmann electrons at each phase and ions moving in the mean potential, the thickness is roughly 1.0 to 1.7 mm, depending on where the edge is placed, and the crossing takes roughly one to three cycles. As a rough model of the oscillating sheath, keep this thickness and profile fixed and let the total drop be V_s − V cos ωt. The field at the wall is 4/3 of the drop divided by s, so its oscillating part is −(4V/3s) cos ωt. For a fast oscillation this adds to the ion velocity a part of amplitude 4eV/(3Mωs). Multiplication by Mv, with v the impact speed, gives the energy amplitude. The full energy width is twice that:

ΔE ≈ (8/3) eVv/(ωs), for many cycles per crossing.

At 40 times the example's frequency, calculated trajectories in this sheath give a width of 0.729 eV and the formula 0.732 eV.

At 13.56 MHz itself the mean crossing of this model sheath takes 0.83 cycles, so the many-cycle condition fails in the model. The trajectories give impact energies from 24 to 53 eV with a mean of 42 eV, not 38 eV. In the opposite limit, a crossing much shorter than a cycle, each ion receives the instantaneous drop and the phase average is again 38 eV. The excess of 4 eV thus belongs to the intermediate regime of this fixed-thickness model. A real sheath changes thickness during the cycle, so these energies are estimates. In the thicker sheath with Boltzmann electrons, a rough calculation gives about 29 to 48 eV and an excess below 1 eV. The shift of the mean potential does not rely on them.

**Directionality**

Let the ions have temperature Tᵢ in the directions parallel to the surface. One transverse velocity component has rms value √(kTᵢ/M), while the perpendicular speed is √(2E/M). For small angles, the rms angle projected on one plane is

α ≈ √(kTᵢ/2E).

With Tᵢ = 500 K and the many-cycle energies, α falls from 2.23° to 1.36° when the oscillation is applied. This describes collisionless ions. With a rough ion-neutral cross-section of 10⁻¹⁴ cm², the free path at 10 mTorr and 500 K is 5.2 mm. Over the Child thickness about 12 % of the ions then collide, and 18 to 28 % over a thickness of 1.0 to 1.7 mm; the angle formula does not describe them.

**Beside a real reactor**

The parameters are rough values for plasma-assisted nitride deposition on a biased wafer: a sheath-edge density of 10¹⁰ cm⁻³, 10 mTorr, 13.56 MHz and a modest 30 V amplitude. Such processes can also run at considerably higher pressure. At ten times the pressure, with temperature and cross-section held fixed, the free path would be about 0.5 mm, shorter than the sheath. Most ions would then collide within it, and the collisionless angle formula would no longer apply. A real ammonia plasma also contains other ions, such as NH₄⁺; their masses change φ_f rather than the shift.

Of the estimates listed next, and for the sizes and phase assumed, the largest comes from a 5 % second harmonic; a nonlinear sheath tends to distort a pure sinusoid. Adding a second harmonic, ±0.05 V cos 2ωt with V = 30 V, changes the shift to −25.1 V or −22.6 V. The large-a argument explains both numbers. The harmonic moves the top of the waveform by ±1.5 V and changes its curvature by the factor 1 ± 0.2. The predicted change in the shift is therefore ∓1.5 V + (3 V/2) ln(1 ± 0.2), or −1.2 V and +1.2 V.

The other estimates are smaller:

- If 1 % of the electrons have twice the temperature, φ_f becomes −13.1 V and the shift −23.7 V. The ion flux is held fixed.
- If 30 V is applied to the capacitor and sheath in series, with the sheath capacitance estimated as ε₀/s, about 0.2 V of amplitude is lost on the capacitor.
- If the ion-collecting radius of a 150 mm radius wafer grows by s, the ion current rises by about 2s divided by the radius. The mean potential rises by 0.03 V.
- The drive frequency is 0.015 of the electron plasma frequency, which supports the assumption of prompt electrons.

In practice, the formula needs the amplitude measured across the sheath, a waveform there that is close to sinusoidal, and an electron tail that is close to Maxwellian: with 5 % of the electrons at three times the temperature and the ion flux fixed, φ_f becomes −17.9 V and the shift −20.8 V. The generator's amplitude can replace it only where the other voltage drops, including any oscillation of the plasma potential, are negligible. The values used here are listed in the numerical output below.

Calculated quantities

```
Input electron temperature: 3.0 eV
Input sheath voltage amplitude: 30.0 V
Input frequency: 13.56 MHz
Input sheath-edge density: 1.0e+10 cm^-3
Input NH3+ mass: 17.031 u
Input blocking capacitance: 0.200 nF/cm2
Input pressure: 10.0 mTorr
Input gas and ion temperature: 500 K
Input ion-neutral cross-section: 1.0e-14 cm2
Input wafer radius: 150 mm
Electron/ion flux ratio R: 70.29 (no unit)
ln R: 4.2527 (no unit)
a = eV/kT: 10.000 (no unit)
I0(a): 2815.72 (no unit)
ln I0(a): 7.9430 (no unit)
Floating potential without RF: -12.76 V
Shift by formula: -23.83 V
Shift by velocity quadrature and root: -23.83 V
Mean electrode potential: -36.59 V
Highest electrode potential: -6.59 V
Slope of shift with amplitude: -0.9486 V/V
V=1 V: shift -0.083, small-a -0.083, large-a 0.109 V
V=3 V: shift -0.708, small-a -0.750, large-a -0.243 V
V=10 V: shift -5.577, small-a -8.333, large-a -5.437 V
V=30 V: shift -23.829, small-a -75.000, large-a -23.789 V
V=100 V: shift -91.995, small-a -833.333, large-a -91.983 V
Largest valid amplitude: 2.360 kV
Its estimate R^2 kT/(2 pi e): 2.359 kV
Formula excess at twice that limit: 1.019 V
Ion current density: 0.661 mA/cm2
kappa: 0.01292 (no unit)
Weakening by finite capacitance: 0.562 mV
Small capacitance for contrast: 2.0 pF/cm2
kappa with small capacitance: 1.292 (no unit)
Shift then: -20.11 V
Child sheath thickness: 0.666 mm
Mean ion energy, no RF: 14.26 eV
Mean ion energy, RF, many-cycle limit: 38.09 eV
RMS angle without / with RF: 2.23 / 1.36 deg
Ion transit, mean: 0.83 cycles
Trajectory energies mean/min/max: 42.0 / 24.3 / 53.0 eV
Width at 40 x frequency, trajectory / formula: 0.729 / 0.732 eV
Shift with +5 % second harmonic: -25.07 V
Shift with -5 % second harmonic: -22.64 V
Floating potential, 1 % electrons at 2T: -13.09 V
Shift, 1 % electrons at 2T: -23.66 V
Amplitude lost on blocking capacitor: 0.198 V
Upward change by edge area growth: 0.027 V
RF / electron plasma frequency: 0.0151 (no unit)
Missing returning electrons at peak: 1.81 % of density
Ion free path: 5.18 mm
Ions colliding in sheath: 12.1 %
```
